# The Mermin dielectric function from relaxation to local equilibrium

Q: I have the Lindhard function of a collisionless electron gas and want to include a collision time \(\tau\). Every amplitude should decay, so I replace \(\omega\) by \(\omega+i/\tau\). What could be wrong with that?

A: That depends on what the electrons decay to, so let us write the kinetic equation. Take a uniform gas of free electrons with energies \(E_{\mathbf k}=\hbar^2k^2/2m\), Fermi occupations \(f_{\mathbf k}\), volume \(\Omega\), spin factor 2 and a rigid neutralizing background. The potential energy acting on an electron is \(Ve^{i\mathbf q\cdot\mathbf r-i\omega t}\), with \(\mathbf q\neq0\). In the random-phase approximation it is the total potential: the external one plus the mean field of the induced density \(\delta n\),

\[
V=V_{\rm ext}+\frac{e^2}{\varepsilon_0q^2}\,\delta n .
\]

With \(\delta n=\chi V\), the dielectric function is

\[
\varepsilon=\frac{V_{\rm ext}}{V}=1-\frac{e^2}{\varepsilon_0q^2}\,\chi(q,\omega).
\]

Let collisions drive the one-electron density matrix \(\rho\) towards some target \(\rho_{\rm t}\) at one constant rate:

\[
i\hbar\,\frac{\partial\rho}{\partial t}=[H_0+V,\rho]-\frac{i\hbar}{\tau}(\rho-\rho_{\rm t}).
\]

To first order in \(V\), take the element \(\delta\rho_{\mathbf k}=\langle\mathbf k+\mathbf q|\delta\rho|\mathbf k\rangle\) and define

\[
\Delta_{\mathbf k}=E_{\mathbf k+\mathbf q}-E_{\mathbf k},\qquad
F_{\mathbf k}=f_{\mathbf k}-f_{\mathbf k+\mathbf q},\qquad z=\omega+\frac{i}{\tau}.
\]

The time derivative gives \(\hbar\omega\,\delta\rho_{\mathbf k}\), the commutator with \(H_0\) gives \(\Delta_{\mathbf k}\delta\rho_{\mathbf k}\), and \([V,\rho_0]\) gives \(VF_{\mathbf k}\). Collecting the terms in \(\delta\rho_{\mathbf k}\) on the left,

\[
(\hbar z-\Delta_{\mathbf k})\,\delta\rho_{\mathbf k}=VF_{\mathbf k}+\frac{i\hbar}{\tau}\,\delta\rho_{{\rm t},\mathbf k}. \tag{1}
\]

If the target is the uniform equilibrium \(\rho_0\), then \(\delta\rho_{\rm t}=0\). Summing over \(\mathbf k\) gives your recipe:

\[
\delta n=\frac2\Omega\sum_{\mathbf k}\delta\rho_{\mathbf k}=V\chi_0(q,z),\qquad
\chi_0(q,z)=\frac2\Omega\sum_{\mathbf k}\frac{F_{\mathbf k}}{\hbar z-\Delta_{\mathbf k}}. \tag{2}
\]

So the substitution means relaxation to the global equilibrium.

Q: That sounds harmless. Collisions do restore equilibrium, and a perturbation with \(\mathbf q\neq0\) cannot change the total number of electrons.

A: The total is indeed unchanged at first order, because \(\delta\rho\) has no elements diagonal in \(\mathbf k\). The trouble is local. Sum equation (1) over \(\mathbf k\), keeping the target general. Three facts are needed. First, \(\sum F_{\mathbf k}=0\), by relabelling \(\mathbf k+\mathbf q\to\mathbf k\) in the second term. Second, the particle current is

\[
\mathbf j=\frac2\Omega\sum_{\mathbf k}\frac{\hbar}{m}\Big(\mathbf k+\frac{\mathbf q}{2}\Big)\delta\rho_{\mathbf k}.
\]

Third,

\[
\Delta_{\mathbf k}=\frac{\hbar^2}{2m}(2\mathbf k\cdot\mathbf q+q^2)=\hbar\,\mathbf q\cdot\frac{\hbar}{m}\Big(\mathbf k+\frac{\mathbf q}{2}\Big),
\]

so \((2/\Omega)\sum\Delta_{\mathbf k}\delta\rho_{\mathbf k}=\hbar\,\mathbf q\cdot\mathbf j\). The sum is therefore \(\hbar z\,\delta n-\hbar\,\mathbf q\cdot\mathbf j=(i\hbar/\tau)\,\delta n_{\rm t}\). Dividing by \(\hbar\) and multiplying by \(-i\),

\[
-i\omega\,\delta n+i\mathbf q\cdot\mathbf j=-\frac{1}{\tau}(\delta n-\delta n_{\rm t}). \tag{3}
\]

The left side is \(\partial n/\partial t+\nabla\cdot\mathbf j\), which must vanish. With \(\delta n_{\rm t}=0\) it equals \(-\delta n/\tau\): electrons disappear where the density is high and appear where it is low, without travelling between the two places. A collision changes an electron's momentum at a point. It does not move the electron half a wavelength away.

Q: Is this leak large enough to matter, or is it a formal blemish?

A: By (3), the leak \(\delta n/\tau\) has \(1/(\omega\tau)\) times the amplitude of \(\partial n/\partial t=-i\omega\,\delta n\), so it exceeds it when \(\omega\tau<1\). The numerical check drives a ring of 12 sites with a cosine potential and propagates the full density matrix in time. Over half a period it compares the change of electron number in a five-site region with the current that entered through the two boundary bonds. Per unit drive, in inverse hopping energies, relaxation to global equilibrium gives

\[
\underbrace{0.707}_{\text{change}}=\underbrace{0.119}_{\text{inflow}}+\underbrace{0.588}_{\text{created by the collision term}} .
\]

The ring has \(\omega\tau=1.4\), and the half period starts at a maximum of the drive. The leak is a quarter period out of phase with \(\partial n/\partial t\), so this split depends on where the half period starts: taken from a density minimum to a maximum, the collision term integrates to zero. With true continuity, change and inflow would agree for every window.

Q: Then equation (3) tells you the cure: choose a target with \(\delta n_{\rm t}=\delta n\). But many density matrices have that density.

A: Yes, and choosing one is a physical assumption. We take local equilibrium: the Fermi distribution with a slightly displaced chemical potential,

\[
\rho_{\rm t}=f\big(H_0-\mu-\delta\mu(\mathbf r,t)\big),
\]

where \(\delta\mu\) varies as \(e^{i\mathbf q\cdot\mathbf r-i\omega t}\). This target carries no first-order current along \(\mathbf q\), so collisions still destroy momentum, as impurities do.

Its first-order part follows from the fact that any function of an operator commutes with that operator. For \(H_0+W\), the first-order part of \([H_0+W,f(H_0+W)]=0\) is \([H_0,\delta f]+[W,f(H_0)]=0\). The \((\mathbf k+\mathbf q,\mathbf k)\) element reads \(\Delta_{\mathbf k}\,\delta f_{\mathbf k}+WF_{\mathbf k}=0\). With \(W=-\delta\mu\),

\[
\delta\rho_{{\rm t},\mathbf k}=\delta\mu\,\frac{F_{\mathbf k}}{\Delta_{\mathbf k}}, \tag{4}
\]

where \(F/\Delta\) means its limit \(-\partial f/\partial E\) when \(\Delta\to0\). Now set \(z=0\) in (2): \(\chi_0(q,0)=-(2/\Omega)\sum F_{\mathbf k}/\Delta_{\mathbf k}\). Hence

\[
\delta n_{\rm t}=-\delta\mu\,\chi_0(q,0).
\]

Since \(\chi_0(q,0)<0\), raising the chemical potential raises the density, as it should. Local conservation, \(\delta n_{\rm t}=\delta n\), then fixes

\[
\delta\mu=-\frac{\delta n}{\chi_0(q,0)}. \tag{5}
\]

Q: You left \(V\) out of the local Hamiltonian. Should the electrons not relax to equilibrium in the potential they feel?

A: Including it changes nothing. For \(f(H_0+V-\mu-\delta\mu')\) the perturbation is \(W=V-\delta\mu'\), so (4) holds with \(\delta\mu=\delta\mu'-V\). Condition (5) fixes this combination in either description. Only the name of the unknown differs.

Q: Is (2) alone enough to solve the new problem? There is now a product of two denominators.

A: It separates. Put (4) into (1) and divide:

\[
\delta\rho_{\mathbf k}=\frac{VF_{\mathbf k}}{\hbar z-\Delta_{\mathbf k}}+\frac{i\hbar}{\tau}\,\delta\mu\,\frac{F_{\mathbf k}}{\Delta_{\mathbf k}(\hbar z-\Delta_{\mathbf k})} .
\]

Use the partial fractions

\[
\frac{1}{\Delta(\hbar z-\Delta)}=\frac{1}{\hbar z}\left[\frac1\Delta+\frac{1}{\hbar z-\Delta}\right].
\]

On summation the first bracketed term gives \(-\chi_0(q,0)\) and the second gives \(\chi_0(q,z)\):

\[
\delta n=V\chi_0(q,z)+\frac{i}{\tau z}\,\delta\mu\,\big[\chi_0(q,z)-\chi_0(q,0)\big].
\]

Insert (5) and move the term in \(\delta n\) to the left:

\[
\delta n\left\{1-\frac{i}{\tau z}+\frac{i}{\tau z}\frac{\chi_0(q,z)}{\chi_0(q,0)}\right\}=V\chi_0(q,z).
\]

Because \(1-i/(\tau z)=(z-i/\tau)/z=\omega/z\), multiplying by \(z/\omega=1+i/(\omega\tau)\) gives

\[
\chi_M(q,\omega)=\frac{\left(1+\dfrac{i}{\omega\tau}\right)\chi_0(q,z)}{1+\dfrac{i}{\omega\tau}\,\dfrac{\chi_0(q,z)}{\chi_0(q,0)}} . \tag{6}
\]

At fixed \(q\), \(\varepsilon-1\) is proportional to \(\chi\), and the factor cancels in the ratio. With \(\varepsilon_L\) the Lindhard function,

\[
\varepsilon_M(q,\omega)=1+\frac{\left(1+\dfrac{i}{\omega\tau}\right)\big[\varepsilon_L(q,z)-1\big]}{1+\dfrac{i}{\omega\tau}\,\dfrac{\varepsilon_L(q,z)-1}{\varepsilon_L(q,0)-1}} .
\]

This is the Mermin dielectric function.

The derivation of (6) used only plane-wave labels and band energies, so it also applies to the ring. There the propagated density matrix, with its local equilibrium built by diagonalization, gives \(\chi=-0.1574-0.2091i\) inverse hopping energies, and (6) gives the same digits. The number change in the five-site region is now 1.175, and so is the inflow.

Q: To evaluate this for the gas I need \(\chi_0\) at a complex frequency. Is the usual real-frequency expression enough?

A: It is safer to do the integral at complex \(z\). At zero temperature, relabel the \(f_{\mathbf k+\mathbf q}\) term of (2) so that both terms contain \(f_{\mathbf k}\). The denominators become \(\hbar z-\hbar^2\mathbf k\cdot\mathbf q/m\mp\hbar^2q^2/2m\), the lower sign belonging to the subtracted term. Let \(k_F\) and \(v_F=\hbar k_F/m\) be the Fermi wavevector and velocity, and define

\[
Q=\frac{q}{2k_F},\quad U=\frac{z}{qv_F},\quad \kappa=\frac{k}{k_F},\quad N_F=\frac{mk_F}{\pi^2\hbar^2},
\]

with \(N_F\) the density of states at the Fermi energy. Each denominator is \(\hbar qv_F\) times \(U\mp Q-\kappa c\), where \(c\) is the cosine of the angle between \(\mathbf k\) and \(\mathbf q\). The prefactor is \(k_F^3/(2\pi^2\hbar qv_F)=N_F/(4Q)\), so

\[
\chi_0=\frac{N_F}{4Q}\big[I(U-Q)-I(U+Q)\big],\qquad
I(a)=\int_0^1\!\kappa^2d\kappa\int_{-1}^{1}\!\frac{dc}{a-\kappa c}.
\]

The angular integral leaves \(I=\int_0^1\kappa\ln\frac{a+\kappa}{a-\kappa}\,d\kappa\). Integrating by parts,

\[
I(a)=\frac12\ln\frac{a+1}{a-1}-a\int_0^1\frac{\kappa^2d\kappa}{a^2-\kappa^2}
=a+\frac12(1-a^2)\ln\frac{a+1}{a-1},
\]

since the last integral is \(-1+\frac a2\ln\frac{a+1}{a-1}\). Write \(g(x)=(1-x^2)\ln\frac{x+1}{x-1}\), which is odd. Then

\[
\chi_0(q,z)=-N_F\left\{\frac12+\frac{g(Q-U)+g(Q+U)}{8Q}\right\}.
\]

The principal logarithm serves for \(z\) in the upper half-plane. In the static limit the imaginary parts cancel and the logarithm takes the modulus of its argument. Then \(\varepsilon_L-1=(k_{TF}^2/q^2)\{\dots\}\), with \(k_{TF}^2=e^2N_F/\varepsilon_0\).

Q: Now the Drude limit. A uniform field should not pile up charge, so why would a density leak matter as \(q\to0\)?

A: Because \(\varepsilon\) is defined by the density response, which is small, of order \(q^2\), but is divided by \(q^2\). Expand (2) for \(q\ll k_F\) and \(qv_F\ll|z|\), so that \(|\Delta_{\mathbf k}|\ll\hbar|z|\) wherever \(F_{\mathbf k}\neq0\):

\[
\frac{1}{\hbar z-\Delta}=\frac{1}{\hbar z}+\frac{\Delta}{(\hbar z)^2}+\dots
\]

The first term vanishes with \(\sum F_{\mathbf k}\). For the second, relabelling gives

\[
\sum_{\mathbf k}F_{\mathbf k}\Delta_{\mathbf k}=\sum_{\mathbf k}f_{\mathbf k}(E_{\mathbf k+\mathbf q}+E_{\mathbf k-\mathbf q}-2E_{\mathbf k})=\frac{\hbar^2q^2}{m}\sum_{\mathbf k}f_{\mathbf k},
\]

and \((2/\Omega)\sum f_{\mathbf k}=n\). To leading order, therefore,

\[
\chi_0(q,z)\to\frac{nq^2}{mz^2}. \tag{7}
\]

With \(\omega_p^2=ne^2/(\varepsilon_0m)\), your recipe gives

\[
\varepsilon_N\to1-\frac{\omega_p^2}{(\omega+i/\tau)^2}.
\]

In (6), \(\chi_0(q,0)\to-N_F\) stays finite while \(\chi_0(q,z)\) vanishes, so the denominator tends to 1 at fixed \(\omega\neq0\). The factor \(z/\omega\) replaces one power of \(z\) by \(\omega\):

\[
\varepsilon_M\to1-\frac{\omega_p^2}{\omega(\omega+i/\tau)} .
\]

The second is the Drude result. The damped equation of motion \(m\dot v=-eE-mv/\tau\) gives \(\sigma=ne^2/[m(1/\tau-i\omega)]=i\varepsilon_0\omega_p^2/z\), and \(\varepsilon=1+i\sigma/(\varepsilon_0\omega)\) reproduces it.

Q: But your kinetic equation with the global target also damps the current. Does it really fail to give Drude's conductivity?

A: Its current is correct at long wavelength; its density is not. With \(\delta n_{\rm t}=0\), (3) gives \(\mathbf q\cdot\mathbf j=z\,\delta n\), and (7) then gives \(j=nqV/(mz)\). The force is \(-iqV=-eE\), so \(E=iqV/e\) and \(-ej/E=ine^2/(mz)\), which is Drude's \(\sigma\). The conductivity inferred from the density is instead

\[
\sigma_N=-i\omega\varepsilon_0(\varepsilon_N-1)=\frac{i\varepsilon_0\omega_p^2\,\omega}{z^2}=\frac{\omega}{z}\,\sigma .
\]

Two routes to one quantity disagree by \(\omega/z\), the factor by which continuity is broken. As \(\omega\to0\), \(\sigma_N\) vanishes: the metal has lost its dc conductivity.

Q: Give me numbers. If \(\omega\tau\) is large, surely the two agree.

A: Take a model gas with \(n=5\times10^{28}\ {\rm m^{-3}}\) and \(\tau=5\) fs. Then \(\hbar\omega_p=8.303\) eV and \(\hbar/\tau=0.1316\) eV. At \(\hbar\omega=0.5\) eV, \(\omega\tau=0.5/0.1316=3.8\). The Drude formula gives

\[
{\rm Re}\,\varepsilon=1-\frac{8.303^2}{0.5^2+0.1316^2}=1-257.9=-256.9 .
\]

The full functions, evaluated at \(q=10^{-4}\ {\rm nm^{-1}}\), give \(\varepsilon_M=-256.9+67.9i\) and \(\varepsilon_N=-223.5+127.0i\). The real parts do approach each other as \(\omega\tau\) grows, but the absorption does not. Taking imaginary parts of the two limiting forms,

\[
{\rm Im}\,\varepsilon_M=\frac{\omega_p^2/\tau}{\omega(\omega^2+\tau^{-2})},\qquad
{\rm Im}\,\varepsilon_N=\frac{2\omega_p^2\,\omega/\tau}{(\omega^2+\tau^{-2})^2},
\]

with the ratio

\[
\frac{{\rm Im}\,\varepsilon_N}{{\rm Im}\,\varepsilon_M}=\frac{2\omega^2}{\omega^2+\tau^{-2}} .
\]

It tends to 2 at high frequency and to 0 at low frequency. At 0.5 eV it is \(127.0/67.9=1.87\). At 1 meV, \({\rm Re}\,\sigma\) is 7.04 MS/m from \(\varepsilon_M\), against the Drude dc value \(ne^2\tau/m=7.04\) MS/m, but 0.0008 MS/m from \(\varepsilon_N\).

The same factor of two appears in the plasmon. The zero of the Drude form obeys \(\omega^2+i\omega/\tau=\omega_p^2\), so \(\omega\approx\omega_p-i/(2\tau)\) for \(\omega_p\tau\gg1\). The zero of the other form is at \(\omega=\omega_p-i/\tau\). The full width at half maximum of a narrow peak in \({\rm Im}(-1/\varepsilon)\) is twice the damping, hence \(1/\tau\) and \(2/\tau\). The computed widths are 0.132 eV and 0.263 eV.

Q: An error of a factor of two in absorption should violate the f-sum rule. Would that not have exposed it at once?

A: No. In the long-wavelength limit,

\[
\int_0^\infty\!\omega\,{\rm Im}\,\varepsilon_M\,d\omega=\frac{\omega_p^2}{\tau}\int_0^\infty\!\frac{d\omega}{\omega^2+\tau^{-2}}=\frac{\pi}{2}\omega_p^2,
\]
\[
\int_0^\infty\!\omega\,{\rm Im}\,\varepsilon_N\,d\omega=\frac{2\omega_p^2}{\tau}\int_0^\infty\!\frac{\omega^2\,d\omega}{(\omega^2+\tau^{-2})^2}=\frac{2\omega_p^2}{\tau}\cdot\frac{\pi\tau}{4}=\frac{\pi}{2}\omega_p^2 .
\]

The excess at high frequency balances the deficit at low frequency. The numerical check finds the sum rule satisfied by both functions at \(q=5\ {\rm nm^{-1}}\) too.

Q: Formula (6) contains \(1/\omega\). Does it not blow up for a static potential?

A: Multiply numerator and denominator by \(\omega\):

\[
\chi_M=\frac{(\omega+i/\tau)\,\chi_0(q,z)}{\omega+(i/\tau)\,\chi_0(q,z)/\chi_0(q,0)}\;\xrightarrow{\ \omega\to0\ }\;\chi_0(q,0).
\]

At fixed \(q\) the static response is independent of \(\tau\): in this model collisions do not change the equilibrium density in a static potential. For \(q\ll k_F\) the result is \(\varepsilon_M\approx1+k_{TF}^2/q^2\), which diverges as \(q\to0\), as metallic screening requires. Your recipe gives \(\chi_0(q,i/\tau)\), and by (7)

\[
\varepsilon_N(q\to0,0)=1+\omega_p^2\tau^2,
\]

a finite constant, like that of an insulator. Here it is 3979. At \(q=0.01\ {\rm nm^{-1}}\) the static values are \(\varepsilon_M=2.74\times10^6\) and \(\varepsilon_N=3969\); at \(1\ {\rm nm^{-1}}\) they are 275 and 216.

Q: So as \(q\) and \(\omega\) both go to zero, \(\varepsilon_M\) has two different limits. Which one is right?

A: Both, in different regimes, and diffusion joins them. Let \(\omega\tau\ll1\) and \(qv_F\tau\ll1\), so that \(z\approx i/\tau\). From (7), with \(\chi_0(q,0)\approx-N_F\) and \(N_F=3n/(mv_F^2)\),

\[
\frac{\chi_0(q,z)}{\chi_0(q,0)}\approx\frac{nq^2\tau^2/m}{3n/(mv_F^2)}=\frac{v_F^2\tau^2q^2}{3}=D\tau q^2,\qquad D=\frac{v_F^2\tau}{3}.
\]

Hence

\[
\chi_M\approx\chi_0(q,0)\,\frac{iDq^2}{\omega+iDq^2}=\chi_0(q,0)\,\frac{Dq^2}{Dq^2-i\omega}.
\]

The pole \(\omega=-iDq^2\) is a density wave in zero total potential \(V\): it decays by diffusion, more slowly the longer its wavelength, because the electrons must travel to flatten it. In the charged gas the wave makes its own field, and the free density oscillations are instead the zeros of \(\varepsilon\), such as the plasmon. For \(\omega\ll Dq^2\) the electrons have time to diffuse into equilibrium with the total potential, and \(\varepsilon_M\) takes its static value. For \(\omega\gg Dq^2\), \(\chi_M\approx i\chi_0(q,0)Dq^2/\omega\), so \(\varepsilon_M-1\approx ik_{TF}^2D/\omega=i\omega_p^2\tau/\omega\), the leading term of the Drude form at low frequency. The real part is smaller and has two contributions. Drude's is close to \(1-\omega_p^2\tau^2\) for \(\omega\tau\ll1\), smaller than the imaginary part by a factor of about \(\omega\tau\), and it was dropped in setting \(z\approx i/\tau\). The diffusion form adds a positive term at the next order in \(Dq^2/\omega\), namely \((k_{TF}^2/q^2)(Dq^2/\omega)^2=\omega_p^2\tau^2(qv_F/\omega)^2/3\). The real part is therefore Drude's only when \(\omega\gg qv_F\), and it is positive for \(Dq^2\ll\omega\ll qv_F\). At 1 meV and \(q=10^{-4}\ {\rm nm^{-1}}\), where \(\hbar qv_F=0.087\) meV, the added term is 10, Drude's real part is \(-3977\), and the full function gives \(\varepsilon_M=-3967+5.24\times10^5\,i\).

At \(\omega=Dq^2\) the ratio \(\chi_M/\chi_0(q,0)\) should be \(1/(1-i)=0.5+0.5i\). At \(q=0.01\ {\rm nm^{-1}}\), where \(\hbar Dq^2=0.191\) meV, the full function gives \(0.499+0.501i\). Your recipe gives 0.00145, which is \(D\tau q^2\) to these digits.

Q: Where should I stop trusting \(\varepsilon_M\)?

A: Where its assumptions fail. One constant \(\tau\) stands for all collisions, and sharp energies \(E_{\mathbf k}\) presume \(\hbar/\tau\ll E_F\); here the ratio is \(0.132/4.95=0.027\). Number is conserved locally, but momentum is not. That suits scattering by impurities and not collisions among the electrons, which conserve their total momentum. Energy is not conserved locally either, since the target keeps a fixed temperature. Finally, interactions enter through the mean field alone, so exchange and correlation corrections to the response are absent.

## Computed results

```
Ring: sites 12, tau 2.0 1/hop, omega 0.7 hop
Ring: kT 0.5 hop, mu -0.5 hop, q 0.5236 per site
Ring chi, conserving, simulated: -0.15743-0.20909j 1/hop
Ring chi, Mermin formula:        -0.15743-0.20909j 1/hop
Ring chi, global relax, simulated: -0.09476-0.11036j 1/hop
Ring chi, Lindhard at z:           -0.09476-0.11036j 1/hop
Five-site region, half a period, per unit drive (1/hop):
 conserving: number change 1.17505, inflow 1.17505
 global: number change 0.70727, inflow 0.11887
 global: time integral of -dN/tau 0.58840
Gas: density 5.0e+28 m^-3, tau 5.0 fs
kF 11.397 1/nm, vF 1.3194e+06 m/s, EF 4.9490 eV
hbar omega_p 8.3031 eV, hbar/tau 0.13164 eV
Thomas-Fermi wavevector 16.560 1/nm
Drude dc conductivity 7.0449 MS/m
Optical limit at q = 0.0001 1/nm; Re sigma in MS/m:
 0.001 eV: eps Mermin -3967.028+523677.425j, naive 3978.570+60.433j
   Drude eps -3977.030+523677.334j
   Re sigma Mermin 7.04445, naive 0.00081
 0.1 eV: eps Mermin -2521.606+3320.820j, naive 677.553+2430.189j
   Drude eps -2521.606+3320.819j
   Re sigma Mermin 4.46713, naive 3.26906
 0.5 eV: eps Mermin -256.892+67.899j, naive -223.456+126.995j
   Drude eps -256.892+67.899j
   Re sigma Mermin 0.45668, naive 0.85416
 2.0 eV: eps Mermin -16.161+1.130j, naive -16.013+2.249j
   Drude eps -16.161+1.130j
   Re sigma Mermin 0.03039, naive 0.06052
Naive static limit 1+(omega_p tau)^2 = 3979.26
 static eps, q 0.01 1/nm: Lindhard 2.74224e+06
   Mermin 2.74224e+06, naive 3968.9
 static eps, q 1.0 1/nm: Lindhard 275.048
   Mermin 275.048, naive 216.016
D 29.015 cm^2/s; at q 0.01 1/nm, hbar D q^2 0.19098 meV
 chi/chi_static at omega=Dq^2: Mermin 0.4994+0.5007j
   naive 0.001447+0.000004j
Loss peak Mermin 8.3029 eV, full half-width 0.13164 eV
Loss peak naive 8.3031 eV, full half-width 0.26327 eV
f-sum / exact value at q 5.0 1/nm: Mermin 1.00000, naive 1.00000
```
